# Thermodynamic factor of neutral oxygen with doubly charged vacancies, part 2

An oxide crystal exchanges oxygen with a gas. The problem is how its chemical potential $\mu_O$ of neutral oxygen responds to the vacancy density, and how fast uneven vacancy distributions relax.

Of the oxygen sites, with density $N$, a density $c$ is vacant. Vacancies carry charge $+2e$, free electrons (density $n$) $-e$, and fixed acceptors (density $A$) $-e$. With excess donors, $A$ is the negative net density. Temperature is $T$ and Boltzmann's constant $k_B$. Densities are in cm$^{-3}$ or nm$^{-3}$, energies in eV.

The basic model assumes dilute vacancies, no interactions beyond neutrality, nondegenerate electrons, no holes and no binding. Neutrality reads $2c=n+A$. The thermodynamic factor is $\Gamma=-\partial(\mu_O/k_BT)/\partial\ln c$ at fixed $T$ and $A$, with

$$
\Gamma=1+\frac{4c}{n},\qquad \Gamma=3\ \text{ when } A=0. \tag{3}
$$

Here $-\mu_O=\mu_V+2\mu_e$. The vacancy potential $\mu_V$ varies as $k_BT\ln[c/(N-c)]$, and the electron potential $\mu_e$ obeys $n=N_ce^{(\mu_e-E_c)/k_BT}$, with band edge $E_c$ and band density $N_c$. For the free energy per volume $f$ of the neutral crystal, $\Gamma=c\,d^2(f/k_BT)/dc^2$.

With diffusivities $D_V$ and $D_e$, reduced potential $\psi=e\phi/k_BT$ (electric potential $\phi$) and a prime for $d/dx$, the particle fluxes are

$$
J_V=-D_V(c'+2c\psi'),\qquad J_e=-D_e(n'-n\psi'). \tag{17}
$$

For zero current and uniform $A$, neutrality gives the chemical diffusivity, with $t_e$ the electronic share of the conductivity:

$$
D_{\text{chem}}=D_V\,\Gamma\,t_e,\qquad t_e=\frac{nD_e}{nD_e+4cD_V}. \tag{19}
$$

"Fast electrons" means $nD_e\gg4cD_V$ together with $D_e\gg D_V$.

The example uses a cubic cell edge of 0.39 nm with three oxygen sites, so $N=5.057\times10^{22}$ cm$^{-3}$. Its numerical output also lists:

- $\Gamma_O=(c_O/c)\Gamma$, normalized to the oxygen density $c_O=N-c$;
- the mean-to-variance ratio of the vacancy number, which equals $\Gamma$;
- the exponents for oxygen pressure $p$, $d\ln c/d\ln p=-1/(2\Gamma)$ and $d\ln n/d\ln p=-c/(n+4c)$. Finite pressure changes are solved from $cn^2\propto p^{-1/2}$.

## 11. When neutrality is incomplete

Over short distances the electrons cannot follow the vacancies completely. Let $\varepsilon$ be the permittivity, and define

$$
b=\frac{e^2}{\varepsilon k_BT}=4\pi l_B,
$$

where $l_B$ is the distance at which two elementary charges interact with energy $k_BT$. For small deviations $\delta c$ and $\delta n$ from a uniform neutral state, Poisson's equation reads $\psi''=-b(2\delta c-\delta n)$. The continuity equations with the fluxes (17), kept to first order, are

$$
\partial_t\delta c=D_V\left[\delta c''-2cb(2\delta c-\delta n)\right],\qquad
\partial_t\delta n=D_e\left[\delta n''+nb(2\delta c-\delta n)\right].
$$

For a disturbance proportional to $\cos(kx)\,e^{-rt}$ each second derivative gives $-k^2$, and

$$
r\,\delta c=D_V\left[(k^2+4cb)\delta c-2cb\,\delta n\right],\quad
r\,\delta n=D_e\left[(k^2+nb)\delta n-2nb\,\delta c\right]. \tag{20}
$$

The determinant of this two-by-two system, the product of its two rates, is

$$
D_VD_e\left[(k^2+4cb)(k^2+nb)-4cnb^2\right]=D_VD_ek^2\left[k^2+b(4c+n)\right].
$$

Its trace, the sum of the rates, tends to $b(4cD_V+nD_e)$ for small $k$. One rate is then much smaller than the other, and the small one is the determinant divided by the trace:

$$
r\simeq k^2\,\frac{D_VD_e(4c+n)}{4cD_V+nD_e}=D_{\text{chem}}k^2 .
$$

This recovers equation (19) without assuming neutrality from the start.

For fast electrons but arbitrary $k$, the left side of the second equation (20) is negligible after division by $D_e$. Then $\delta n=2nb\,\delta c/(k^2+nb)$. The first equation gives

$$
r=D_V\left[k^2+4cb-\frac{4cnb^2}{k^2+nb}\right]
=D_Vk^2\left[1+\frac{4c}{n+k^2/b}\right]. \tag{21}
$$

The electron density in $\Gamma$ is replaced by $n+k^2/b$. The relevant length is the electronic screening length $1/\sqrt{bn}$. Disturbances much longer than this, with $k^2\ll bn$, feel the full $\Gamma$. The decay approaches that with the bare $D_V$ when the second term in the bracket is small, which is ensured by $k^2\gg4bc$.

## 12. Corrections to the equilibrium factor

**Holes.** Let $p_h$ be the hole density. For nondegenerate carriers $np_h$ is fixed at a given temperature, so $dp_h=-(p_h/n)\,dn$. Neutrality is now $2c+p_h=n+A$, and

$$
2\,dc=dn-dp_h=dn\left(1+\frac{p_h}{n}\right),\qquad
\Gamma=1+\frac{4c}{n+p_h}. \tag{22}
$$

At $c=A/2$ neutrality requires $n=p_h$, and $\Gamma$ is finite, though large.

**Site exclusion.** Without the approximation $c\ll N$, the vacancy term in $\Gamma$ is $d\ln[c/(N-c)]/d\ln c=1+c/(N-c)=1/(1-c/N)$.

**Weak degeneracy.** For a parabolic band with density-of-states mass $m$, $N_c=2(mk_BT/2\pi\hbar^2)^{3/2}$. Let $\eta=(\mu_e-E_c)/k_BT$. Expanding the Fermi function in powers of $e^\eta$ gives

$$
\frac n{N_c}=\frac2{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{e^{x-\eta}+1}
=e^\eta-\frac{e^{2\eta}}{2\sqrt2}+\dots
$$

The factor $2^{-3/2}$ comes from $\int_0^\infty\sqrt x\,e^{-2x}dx$. Inversion gives $\eta\simeq\ln(n/N_c)+n/(2\sqrt2N_c)$, and hence $d\eta/d\ln n\simeq1+n/(2\sqrt2N_c)$. To first order,

$$
\Gamma\simeq\frac1{1-c/N}+\frac{4c}{n}\left(1+\frac n{2\sqrt2N_c}\right). \tag{23}
$$

**Screening.** Charges attract a surplus of opposite charge, which lowers the free energy. For weak coupling the density fluctuations can be treated as Gaussian. Let $S=4c+n$ be the sum of density times squared charge number over the mobile species, and let $\kappa^2=bS$. In a volume $\Omega$, a mobile charge amplitude $q$ of wave number $k$ has variance $\Omega S$ without interaction. Together with a frozen acceptor amplitude $a$ it has the Coulomb energy $\tfrac12\beta(q+a)^2$ in units of $k_BT$, with $\beta=b/(\Omega k^2)$. The Gaussian average is

$$
\left\langle e^{-\beta(q+a)^2/2}\right\rangle
=\frac{1}{\sqrt{1+\beta\Omega S}}\exp\left[-\frac{\beta a^2}{2(1+\beta\Omega S)}\right],\qquad \beta\Omega S=\frac{\kappa^2}{k^2}.
$$

Acceptors at random, uncorrelated positions have a mean $a^2$ of $\Omega A$. This assumes that the acceptors are the only fixed charges. If donors are present, the $A$ that multiplies the fixed-charge terms below is the sum of the acceptor and donor densities, while $S=6c-A$ keeps their difference. Taking minus the logarithm, summing over wave vectors and subtracting the self-energies $\tfrac12b(S+A)/k^2$ gives the excess free energy per volume:

$$
\frac{f_{\text{ex}}}{k_BT}=\int\frac{d^3k}{(2\pi)^3}\left\{\frac12\left[\ln\left(1+\frac{\kappa^2}{k^2}\right)-\frac{\kappa^2}{k^2}\right]
+\frac{bA}2\left[\frac1{k^2+\kappa^2}-\frac1{k^2}\right]\right\}.
$$

The second bracket equals $-\kappa^2/[k^2(k^2+\kappa^2)]$. With $d^3k=4\pi k^2dk$ and $\int_0^\infty dk/(k^2+\kappa^2)=\pi/(2\kappa)$, its integral over $d^3k/(2\pi)^3$ is $-\kappa/4\pi$. The derivative of the first term with respect to $\kappa^2$ is half the same integral, $-\kappa/8\pi$, and integrating it from zero gives $-\kappa^3/12\pi$. Therefore

$$
\frac{f_{\text{ex}}}{k_BT}=-\frac{\kappa^3}{12\pi}-\frac{A\,l_B\kappa}2. \tag{24}
$$

Along the neutral path $S=6c-A$ and $dS/dc=6$. Two derivatives of $S^{3/2}$ give $27S^{-1/2}$, and two of $S^{1/2}$ give $-9S^{-3/2}$. The shift of the factor is

$$
\Delta\Gamma=c\left[-\frac{27\,b^{3/2}}{12\pi\sqrt S}+\frac{9Al_B\sqrt b}{2S^{3/2}}\right]. \tag{25}
$$

**Trapping.** A vacancy may bind one electron with energy $E_b$, in either of two spin states. The ratio of occupied to empty vacancies is then $2(n/N_c)e^{E_b/k_BT}$. Each trapped electron reduces the charge of its vacancy to $+e$. Neutrality is solved numerically with this ratio, at a fixed total vacancy density.

## 13. Worked example: strontium titanate at 1000 K

The parameters are rough values typical of strontium titanate in a resistive memory, at the temperature of a hot filament or an anneal: $A=10^{18}$ cm$^{-3}$, density-of-states mass 4 electron masses, relative permittivity 80, $D_V=10^{-5}$ cm$^2$/s and electron mobility 0.1 cm$^2$/Vs. The main case has $c=n=10^{18}$ cm$^{-3}$, so $\Gamma=5$. This is a strongly reduced crystal, whose equilibrium oxygen pressure lies many orders of magnitude below that of air.

With $k_BT=0.0862$ eV the Einstein relation gives $D_e=0.1\times0.0862=8.6\times10^{-3}$ cm$^2$/s. Hence

$$
t_e=\frac{8.617\times10^{-3}}{8.617\times10^{-3}+4\times10^{-5}}=0.995,
$$

$$
D_{\text{chem}}=10^{-5}\times5\times0.995=5.0\times10^{-5}\ \text{cm}^2/\text{s}.
$$

An acceptor-free crystal with the same $c$ and the same diffusivities has $D_{\text{chem}}=3.0\times10^{-5}$ cm$^2$/s.

Consider a free film of thickness $L$, without electrodes, whose surfaces pass neither species and at which the electric field vanishes. Its slowest uneven distribution has $k=\pi/L$, and neutrality gives the relaxation time $L^2/(\pi^2D_{\text{chem}})$. For 1000 nm this is 20.36 µs, and the solution of equation (20) gives 20.42 µs. For 100 nm the two values are 0.204 µs and 0.260 µs. The relaxation time of the thin film is 28 % longer than neutrality predicts, because its thickness is only about five times the electronic screening length of 19.5 nm. The boundary condition matters as much. If electrodes hold both faces at the same potential, the cosine is no longer a mode, because charged layers form at the contacts and store vacancies. For contacts that block vacancies and have no built-in barrier, the same linearized equations then give about 0.51 µs for 100 nm and about 23 µs for 1000 nm, whether or not the electrodes pass electrons.

The neglected effects, for the main case unless another density is given, are:

- **Degeneracy and site exclusion:** with $N_c=1.22\times10^{21}$ cm$^{-3}$ they raise $\Gamma$ by 0.001.
- **Screening:** with $l_B=0.209$ nm, equation (25) gives $-0.039$, or 0.8 % of $\Gamma$. At $c=10^{19}$ cm$^{-3}$ and the same $A$ it gives $-0.12$, or 4 %. These are leading-order values for point charges. At the higher density the coupling $4l_B\kappa$ is already 0.33, and higher-order correlations with a softened short-range interaction reduce the shift to about $-0.10$ or $-0.11$.
- **Holes:** for a gap of 2.6 eV and equal band densities, $p_h$ is about $10^{11}$ cm$^{-3}$ and negligible. At $c=A/2$ both carrier densities are $3.4\times10^{14}$ cm$^{-3}$, and $\Gamma$ is about 2900, provided that the acceptors stay ionized. Deep acceptors bind holes and lower this value: a nondegenerate level 0.6 eV above the valence band gives about 2100, and one at 0.9 eV about 540. For these two levels the main case is unaffected, since its Fermi level lies about 2.0 eV above the valence band. A level close to that Fermi level does matter. At the same $c$ and acceptor density, a level 1.6 eV above the valence band gives $\Gamma=4.92$ and one at 1.9 eV gives 3.85. An acceptor that can take a second electron at a nondegenerate level 0.6 eV below the conduction band gives 5.6. The value 5 assumes acceptors of fixed charge.
- **Trapping:** a binding energy of 0.1 eV gives $\Gamma=4.98$, and 0.3 eV gives 4.82.
- **Association:** with six neighbouring sites and an energy of 0.3 eV, the fraction of acceptors paired with a vacancy is about $6(c/N)e^{0.3\,\text{eV}/k_BT}$, or 0.4 %, and $\Gamma$ remains 5.00.

Room temperature is different. If the vacancies are frozen in at $10^{18}$ cm$^{-3}$, 26 % of them hold an electron at 300 K for $E_b=0.1$ eV, and 97 % for 0.3 eV. This estimate leaves out a second bound electron and the pairing with acceptors. With the pairing energy of 0.3 eV and local equilibrium at 300 K, about three quarters of the acceptors hold a vacancy in the absence of trapping. If only unpaired vacancies trap electrons, the two fractions fall to 9 % and 90 %. The assumption of fully ionized vacancies then depends strongly on the binding energy, and the formula $1+4c/n$ with all vacancies counted in $c$ is unreliable.

A real memory cell departs from the model in further ways. Its filament may hold far more vacancies than $10^{19}$ cm$^{-3}$, where the weak-coupling correction, already 4 % at that density, can no longer be relied on. Its oxide may be thinner than 100 nm, where the neutrality error exceeds the 28 % found above for the same densities. During switching, an applied voltage drives a current and the temperature is uneven, so the zero-current diffusivity (19) does not by itself describe the motion of the vacancies. The diffusivities here apply to the interior of a uniform, hot oxide that carries no current, and the film times depend on the contacts even at zero voltage. The values for the basic model and the free film are in the numerical output below.

## Calculated quantities

```
Hot temperature: 1000 K; kT = 0.08617 eV
Acceptor density A: 1.00e+18 cm^-3
Oxygen site density: 5.057e+22 cm^-3 (cell 0.39 nm)
Density-of-states mass: 4.0 m_e; permittivity 80
Band density N_c at 1000 K: 1.222e+21 cm^-3
c = 5.50e+17, n = 1.00e+17 cm^-3: Gamma = 23.000
c = 1.00e+18, n = 1.00e+18 cm^-3: Gamma = 5.000
c = 1.00e+19, n = 1.90e+19 cm^-3: Gamma = 3.105
Acceptor-free Gamma, numerical equilibrium: 3.00000
Mean/variance of vacancy number, A=0: 3.0000
Mean/variance of vacancy number, A=c: 5.0000
Mean/variance of vacancy number, donors, A=-6c: 1.5000
Mean vacancy number in these sums: about 20000
Gamma_O per log oxygen density, main case: 2.529e+05
Main case: c = A = 1e18 cm^-3
Pressure exponent of c, main case: -0.1000
  c ratio for 10x pressure: solved 0.8120, power law 0.7943
Pressure exponent of c, acceptor-free: -0.1667
  c ratio for 10x pressure: solved 0.6813, power law 0.6813
Acceptor-controlled pressure exponent of n: -0.2500
D_V = 1.0e-05 cm^2/s; mobility = 0.1 cm^2/Vs
Electron diffusivity D_e: 8.617e-03 cm^2/s
t_e = 0.9954, D_chem = 4.977e-05 cm^2/s, main case
t_e = 0.9977, D_chem = 2.993e-05 cm^2/s, acceptor-free
Sealed film 100 nm: relaxation time neutral 0.2036 us, with Poisson 0.2600 us
Sealed film 1000 nm: relaxation time neutral 20.3583 us, with Poisson 20.4188 us
Neglected effects, main case unless stated:
  Debye length, all mobile charge: 8.73 nm
  Debye length, electrons only: 19.52 nm
  e^2/(4 pi eps kT) length l_B: 0.2089 nm
  Gamma shift at c = 1e+18 cm^-3: degeneracy+sites +0.00118, screening -0.0388
  Gamma shift at c = 1e+19 cm^-3: degeneracy+sites +0.01177, screening -0.1243
  Hole density (gap 2.6 eV): 1.18e+11 cm^-3
  At c = A/2: n = 3.43e+14, holes = 3.43e+14 cm^-3, Gamma = 2917
  Trap 0.1 eV, 1000 K: 0.52 % of vacancies hold an electron, Gamma = 4.981
  Trap 0.3 eV, 1000 K: 4.82 % of vacancies hold an electron, Gamma = 4.819
  Trap 0.1 eV, 300 K, frozen vacancies: 26.1 % hold an electron
  Trap 0.3 eV, 300 K, frozen vacancies: 97.0 % hold an electron
  Acceptors paired with a vacancy (0.3 eV, 6 sites): 0.38 %
```
